\section*{Ripple growth along [100] and [110] on stressed silicon (001)}

\section*{Question}

A cubic crystal occupies $z<h(x,t)$. Its mean surface is (001), and it is under equibiaxial stress $\sigma_0$ parallel to that surface. A ripple
\[
h=A(t)\cos kx,\qquad k>0,\quad kA\ll1,
\]
has its wavevector along $x$, which is either $[100]$ or $[110]$. The $y$ axis lies in the surface, perpendicular to $x$.

Use linear elasticity and neglect surface stress. The surface energy $\gamma$ and the surface diffusivity $D$ are isotropic. Matter moves by surface diffusion, with no deposition or evaporation. The crystal is deep compared with $1/k$. In every comparison of the two directions, $\sigma_0$, $\gamma$, $D$ and the temperature $T$ are the same.

For the numerical part take the rough silicon constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa and the rough value $\gamma=1.2\ \mathrm{J/m^2}$. Choose a biaxial strain $\varepsilon_0=1\%$, $T=1000$ K and $D=10^{-10}\ \mathrm{cm^2/s}$. The atomic volume is $\Omega=0.0200\ \mathrm{nm^3}$, and the density of mobile sites is taken as $n_s=\Omega^{-2/3}=13.6\ \mathrm{nm^{-2}}$.

\section*{(a) The flat state and the perturbed problem}

\textbf{Find $\sigma_0$ in terms of $\varepsilon_0$, the boundary conditions to first order in $A$, and the elastic constants needed for each wavevector.}

\textbf{Answer.} The flat surface is free, so
\[
0=\sigma_{zz}=2C_{12}\varepsilon_0+C_{11}\varepsilon_{zz}
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon_0 .
\]
The in-plane stress is therefore
\[
\sigma_0=(C_{11}+C_{12})\varepsilon_0+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon_0\equiv M\varepsilon_0 .
\]
The in-plane stress tensor is a multiple of the identity, so it is the same in axes turned about $z$. Any difference between the two ripples must come from the elastic response to them.

The normal to the rippled surface is proportional to $(-h',0,1)$. Let $\sigma_{ij}$ and $\varepsilon_{ij}$ now denote changes from the flat state. Zero traction requires
\begin{align*}
-h'(\sigma_0+\sigma_{xx})+\sigma_{xz}&=0,\\
-h'\sigma_{xy}+\sigma_{yz}&=0,\\
-h'\sigma_{xz}+\sigma_{zz}&=0.
\end{align*}
Products of $h'$ with stress changes are second order. Moving the conditions from $z=h$ to $z=0$ also changes them at second order. Hence, at $z=0$,
\[
\sigma_{xz}=\sigma_0h',\qquad \sigma_{yz}=\sigma_{zz}=0 .
\]

For both wavevectors the $xz$ plane is a mirror plane. The loading is even under $y\to-y$, so $u_y=0$ and the problem is one of plane strain:
\[
\sigma_{xx}=a\varepsilon_{xx}+C_{12}\varepsilon_{zz},\quad
\sigma_{zz}=C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{zz},\quad
\sigma_{xz}=2C_{44}\varepsilon_{xz}.
\]
For $[100]$, $a=C_{11}$. For $[110]$, a strain $e$ along $x$ has crystal-axis components $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{12}=e/2$. These give $\sigma_{11}=\sigma_{22}=(C_{11}+C_{12})e/2$ and $\sigma_{12}=C_{44}e$. Thus
\[
\sigma_{xx}=\tfrac12(\sigma_{11}+\sigma_{22}+2\sigma_{12})
=\tfrac12(C_{11}+C_{12}+2C_{44})e,
\]
and the coefficient of $e$ is $a$. The same strain gives $\sigma_{zz}=C_{12}e$. The pair $(\varepsilon_{13},\varepsilon_{23})$ rotates as a vector, with stress $2C_{44}$ times that vector. The constants $C_{12}$, $C_{11}$ and $C_{44}$ in the other places are therefore unchanged.

\section*{(b) The surface strain}

\textbf{Solve the elastic problem. Define $\Lambda$ by $\varepsilon_{xx}(z=0)=-\Lambda\sigma_0kh$ and find it.}

\textbf{Answer.} Write $g=\sqrt{aC_{11}}$ and $\Delta=aC_{11}-C_{12}^2=g^2-C_{12}^2$. Inverting the stress--strain relations gives
\[
\varepsilon_{xx}=\frac{C_{11}\sigma_{xx}-C_{12}\sigma_{zz}}{\Delta},\qquad
\varepsilon_{zz}=\frac{a\sigma_{zz}-C_{12}\sigma_{xx}}{\Delta}.
\]
A stress function $\phi$, with $\sigma_{xx}=\phi_{zz}$, $\sigma_{zz}=\phi_{xx}$ and $\sigma_{xz}=-\phi_{xz}$, satisfies force balance identically. The strains must also derive from a displacement, which requires $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. Substitution gives
\[
C_{11}\phi_{zzzz}+\left(\frac{\Delta}{C_{44}}-2C_{12}\right)\phi_{xxzz}+a\phi_{xxxx}=0 .
\]
For $\phi=\mathrm{Re}[f(z)e^{ikx}]$ and $f\propto e^{kqz}$, this becomes
\[
C_{11}q^4-\left(\frac{\Delta}{C_{44}}-2C_{12}\right)q^2+a=0 .
\]
The field must vanish as $z\to-\infty$, so the two roots with positive real part are kept. A purely imaginary $q$ would be a bulk deformation of zero energy, which stability excludes. The retained roots are both real and positive, or complex conjugates. In either case $q_1q_2>0$, and the sum and product of the roots in $q^2$ give
\[
q_1q_2=\sqrt{\frac{a}{C_{11}}}=\frac{g}{C_{11}},\qquad
(q_1+q_2)^2=\frac{1}{C_{11}}\left(\frac{\Delta}{C_{44}}-2C_{12}+2g\right).
\]

Since $\sigma_{zz}=-k^2f$ must vanish at the surface, $f=F(e^{kq_1z}-e^{kq_2z})$. The complex amplitudes at $z=0$ are
\begin{align*}
\sigma_{xz}&=-ikf'(0)=-ik^2F(q_1-q_2),\\
\sigma_{xx}&=f''(0)=k^2F(q_1^2-q_2^2)=i(q_1+q_2)\sigma_{xz}.
\end{align*}
The boundary condition sets $\sigma_{xz}=i\sigma_0kA$, so $\sigma_{xx}=-(q_1+q_2)\sigma_0kA$. With $\sigma_{zz}=0$, $\varepsilon_{xx}=C_{11}\sigma_{xx}/\Delta$, and therefore $\Lambda=C_{11}(q_1+q_2)/\Delta$. Equal roots are covered by continuity. Squaring,
\begin{align*}
\Lambda^2&=\frac{C_{11}}{\Delta^2}\left[2(g-C_{12})+\frac{\Delta}{C_{44}}\right]\\
&=C_{11}\left[\frac{2}{(g-C_{12})(g+C_{12})^2}+\frac{1}{C_{44}(g^2-C_{12}^2)}\right].
\end{align*}

The minus sign in the definition of $\Lambda$ means that, under tension, the crests contract and the troughs stretch. Under compression both strains reverse. In either case the crests are relaxed and the troughs carry more stress.

In the isotropic limit $g=C_{11}$ and $C_{44}=(C_{11}-C_{12})/2$. The square bracket becomes
\[
\frac{2}{\Delta}\left[\frac1{C_{11}+C_{12}}+\frac1{C_{11}-C_{12}}\right]
=\frac{4C_{11}}{\Delta^2}.
\]
Thus $\Lambda=2C_{11}/\Delta$. In terms of Young's modulus $E$ and Poisson's ratio $\nu$ this is $2(1-\nu^2)/E$.

\section*{(c) The growth rate}

\textbf{Find the rate $s=\dot A/A$, the range of unstable wavevectors and the largest rate.}

\textbf{Answer.} The first-order change in elastic energy density at the surface is the flat-state stress times the strain change. Since $\varepsilon_{yy}=0$,
\[
w_1=\sigma_0\varepsilon_{xx}=-\Lambda\sigma_0^2kh .
\]
Adding a thin layer of material stores the local energy density in it. The accompanying adjustment of the rest of the body costs nothing at first order, because the body is in equilibrium with a free surface. The surface term is $\gamma$ times the curvature $-h''$. Per unit volume, the varying part of the chemical potential is
\[
\mu=-\gamma h''+w_1=(\gamma k^2-\Lambda\sigma_0^2k)h .
\]
The potential per atom is $\Omega\mu$, so the atom flux along the surface is $J=-(Dn_s\Omega/k_BT)\,\partial_x\mu$. Conservation of volume gives
\[
\partial_th=-\Omega\,\partial_xJ=B\,\partial_x^2\mu,\qquad B=\frac{Dn_s\Omega^2}{k_BT}.
\]
For the ripple, $\partial_x^2\to-k^2$, hence
\[
s=B(\Lambda\sigma_0^2k^3-\gamma k^4).
\]
Growth requires $k<k_c=\Lambda\sigma_0^2/\gamma$. Stress drives long waves, while surface energy flattens short ones. Setting $ds/dk=0$ gives $3\Lambda\sigma_0^2k^2=4\gamma k^3$, so $k_m=3k_c/4$ and
\[
s_{\max}=B\gamma k_m^3(k_c-k_m)=\frac{27}{256}B\gamma k_c^4
=\frac{27B\Lambda^4\sigma_0^8}{256\,\gamma^3}.
\]

\section*{(d) The order of the two directions}

\textbf{Determine which ripple has the larger rate, and the condition on a general cubic crystal.}

\textbf{Answer.} Positive elastic energy requires $a>0$ and $aC_{11}>C_{12}^2$, so $g>|C_{12}|$. In $\Lambda^2$, the first denominator obeys
\[
\frac{d}{dg}\left[(g-C_{12})(g+C_{12})^2\right]=(g+C_{12})(3g-C_{12})>0 .
\]
The second denominator also rises with $g$. Thus $\Lambda$ falls as $a$ rises. A surface that is stiffer along the wavevector relaxes less. Between the two directions,
\[
a_{110}-a_{100}=\tfrac12\left(2C_{44}+C_{12}-C_{11}\right).
\]
Hence $\Lambda_{100}>\Lambda_{110}$ if and only if $2C_{44}>C_{11}-C_{12}$. For the silicon constants, $2C_{44}/(C_{11}-C_{12})=1.57$, so the condition holds. At every $k$,
\[
s_{100}-s_{110}=B\sigma_0^2k^3(\Lambda_{100}-\Lambda_{110})>0 .
\]
The sign of $\sigma_0$ does not matter. ``Faster'' here refers to the signed rate: when $k$ exceeds both critical values, both ripples decay and the $[100]$ ripple decays more slowly. The ratio of the largest rates is $(\Lambda_{100}/\Lambda_{110})^4$.

Between these directions the $xz$ plane is not a mirror plane and $u_y$ enters. One then seeks displacements $\mathbf v\,e^{ikx+kpz}$, finds the three decaying solutions of the elastic equations as a matrix eigenvalue problem, and combines them to meet the traction conditions. For these silicon constants, numerical solution at steps of $1^\circ$ gives a $\Lambda$ that falls at each step from $[100]$ to $[110]$.

\section*{(e) Numbers for silicon}

\textbf{Evaluate the compliances, wavelengths and growth times.}

\textbf{Answer.} The biaxial modulus is $M=180.7$ GPa, so $\sigma_0=1.81$ GPa. Along $[110]$, $a=195$ GPa and $g=\sqrt{195\times166}=179.9$ GPa; along $[100]$, $g=166$ GPa. For $[100]$,
\[
\Lambda_{100}=\sqrt{166\left[\frac{2}{102\times230^2}+\frac1{80(166^2-64^2)}\right]}\ \mathrm{GPa^{-1}}
=12.25\ \mathrm{TPa^{-1}}.
\]
The same formula with $g=179.9$ GPa gives $\Lambda_{110}=11.02\ \mathrm{TPa^{-1}}$.

The elastic drives $\Lambda\sigma_0^2$ are 39.97 and 35.98 MPa. Dividing by $\gamma$ gives $k_c$, and the fastest wavelength is $4/3$ of the critical one:

\begin{center}
\begin{tabular}{lcc}
 & $[100]$ & $[110]$\\
critical wavelength (nm) & 189 & 210\\
fastest wavelength (nm) & 252 & 279\\
largest rate ($10^{-4}\ \mathrm{s^{-1}}$) & 6.13 & 4.03\\
$e$-folding time (min) & 27 & 41
\end{tabular}
\end{center}

The rates use $B=631\ \mathrm{nm^6/(eV\,s)}$. At a wavelength of 200 nm the $[100]$ ripple grows while the $[110]$ ripple decays. The compliance ratio is 1.111, and its fourth power gives a rate ratio of 1.52. If both ripples start with equal amplitude at their own fastest wavelengths, then after three $e$-foldings of $[110]$ their amplitude ratio is $e^{3(1.523-1)}=4.8$. The times scale as $1/D$ and depend on the chosen diffusivity; the rate ratio does not.

\section*{(f) A real film and the limits of the result}

\textbf{Relate the model to a strained silicon film on relaxed silicon--germanium, and examine the assumptions.}

\textbf{Answer.} A strain near 1\% is roughly that of silicon on an alloy with a quarter germanium. If film and substrate have the same elastic constants, the first-order perturbation is still driven by $\sigma_0h'$ at the surface of a uniform half-space. The result then holds while the troughs stay inside the film. This is restrictive, because misfit dislocations limit the thickness $H$ of a fully strained film. For a dislocation with Burgers vector at $60^\circ$ to its line, equating the driving force to an isotropic line tension gives
\[
\frac{\sigma_0bH}{2}=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left(\ln\frac Hb+1\right).
\]
Here $b$ is the lattice parameter divided by $\sqrt2$, and $G$ and $\nu$ follow from the bulk modulus $(C_{11}+2C_{12})/3$ and the averaged shear modulus $G=(C_{11}-C_{12}+3C_{44})/5$. Numerical solution gives $H\approx13$ nm. Thicker films can lower their energy by forming dislocations, which would reduce $\sigma_0$. Since $s_{\max}\propto\sigma_0^8$, halving the stress reduces the rate by a factor of 256.

The length $1/k_m$ is 40 nm for $[100]$, so much of the elastic field lies in the substrate. Making the whole half-space 5\% softer at fixed film stress raises the rate by a factor of 1.23. Softening all constants by 5\% at fixed strain instead multiplies it by 0.81, since $\Lambda\sigma_0^2$ scales with the constants. Neither change alters the ratio between directions. Lowering $C_{44}$ alone by 5\% reduces that ratio from 1.52 to 1.44. The factor 1.23 overstates the effect of a soft substrate: a layered solution for a 13 nm silicon film on a substrate 5\% softer gives about 1.09, with the ratio still 1.52.

Linear elasticity neglects the direct effect of the prestress, of relative size $\sigma_0/C_{44}=2.3\%$, and the change of the elastic constants with strain. The second effect is larger: with measured third-order elastic constants of silicon (roughly $C_{111}=-825$, $C_{112}=-451$, $C_{123}=-64$, $C_{144}=12$, $C_{155}=-310$ GPa), a 1\% tensile strain lowers the moduli that enter $\Lambda$ by up to about 6\%. This lowers the rate ratio from 1.52 to about 1.4, whereas an equal compression raises it to about 1.6. The stress itself becomes about 1.75 GPa in tension and $-1.86$ GPa in compression, so the largest rates in the table move by roughly 20\%, down in tension and up in compression. The sign of $\sigma_0$ therefore matters beyond linear elasticity, but the order of the directions is the same for both signs. A surface stress equal to $\gamma$ adds a traction of relative size $\gamma k_m/\sigma_0=1.7\%$. It changes the largest rates by 4 to 5\%, up in tension and down in compression, and leaves their ratio almost unchanged. These are estimates, not error bounds.

Isotropy of $\gamma$ can be relaxed. For a smooth surface energy with fourfold symmetry about $z$, the energy per projected area is quadratic in slope, $\frac12\Gamma_{ij}\,\partial_ih\,\partial_jh$. A quarter turn leaves $\Gamma_{ij}$ unchanged, so $\Gamma_{ij}=\Gamma\delta_{ij}$. If $\Gamma>0$, it replaces $\gamma$ and the order of the directions stands. A surface with a single twofold domain lacks this protection.

A facet changes the result more deeply. Suppose slope costs an extra energy $\beta|h'|$ per area, with $\beta>0$. Its average is $2\beta kA/\pi$, while the smooth and elastic terms give $(\gamma k^2-\Lambda\sigma_0^2k)A^2/4$. At small $A$ the linear cost wins, so the flat surface resists small ripples. For $k<k_c$ the total energy falls below that of the flat surface when
\[
A>\frac{8\beta}{\pi(\Lambda\sigma_0^2-\gamma k)} .
\]
The growth rates above therefore require a surface without such a cusp. Real silicon (001) normally has a facet at 1000 K, so the tabulated times describe the smooth model and do not predict how fast a flat silicon film roughens. The rates also require many atomic steps per ripple: with steps 0.136 nm high, an amplitude of 1 nm gives about 15 steps from crest to trough.

All numerical values are calculated from the stated model.
